\section*{Balancing electron tunnelling and ion injection in a growing metal oxide}

\section{A factor of 26 in growth time}

A model oxide grows from 11 to 40 bohr in 22 s if electrons keep its two sides in equilibrium. When the finite tunnelling current is included, the same growth takes 576 s, 26 times longer. Yet tunnelling controls growth at the start, loses control at 13.5 bohr and regains it at 31.8 bohr. A solver that looks for a single change of regime can therefore miss half of the answer.

The scheme below finds the oxide voltage from charge balance at each thickness, integrates the growth, and locates every resolved change of control. The numbers belong to a model without image forces, in which the field lowers the ionic barrier linearly. Both choices affect them strongly, and so does the tunnelling mass, here set to the free-electron value. Hartree atomic units are used, with $\hbar=m_e=e=1$.

\section{Energy levels and signs}

A uniform oxide occupies $0<x<L$, with metal on the left and adsorbed oxygen on the right. The metal Fermi level is the energy zero. The oxide band edge lies $\chi_0$ above it at the metal side, and $\chi_L$ above the oxygen level at the outer side. If the electron energy rises by $U$ across the film, the band edge is
\begin{equation}
V(x)=\chi_0+\frac{Ux}{L}.
\end{equation}
The oxygen level is therefore
\begin{equation}
\mu_{\rm O}=\chi_0+U-\chi_L=U-U_M=-\delta ,
\end{equation}
where $U_M=\chi_L-\chi_0$ and $\delta=U_M-U$. Electronic equilibrium is $\delta=0$. We take $U_M>0$.

Let $J_i$ be the outward number flux of cations of charge $q$, and $J_e$ the net outward number flux of electrons. Zero net charge current requires
\begin{equation}
qJ_i-J_e=0. \label{balance}
\end{equation}
This balance is self-restoring. If $qJ_i>J_e$, positive charge accumulates on the outer side and lowers the electron energy there. $U$ falls, which slows the cations and speeds the electrons. Growth is assumed slow compared with this adjustment.

\section{The tunnelling current}

The metal and the adsorbed oxygen are treated as electron reservoirs with deep bands and zero-temperature occupations. Transverse momentum is conserved, and one effective mass $m$ is used throughout. The transmission is the WKB exponential with $V(x)$ replaced by its mean $\bar V=\chi_0+U/2$.

For normal energy $E$, the relation $v_x\,dk_x=dE$ removes the velocity. A reservoir filled to $\mu$ supplies, per unit energy and with spin included,
\begin{equation}
\frac{2}{(2\pi)^3}\,\pi\,[2m(\mu-E)]
=\frac{m(\mu-E)}{2\pi^2},
\end{equation}
because the occupied transverse states fill a disc of squared radius $2m(\mu-E)$. Pauli blocking cancels in the net current, since $f_1(1-f_2)-f_2(1-f_1)=f_1-f_2$. Each reservoir thus contributes a one-way flux
\begin{equation}
G=\frac{m}{2\pi^2}\int_{-\infty}^{\mu}(\mu-E)
e^{-2L\sqrt{2m(\bar V-E)}}\,dE .
\end{equation}

Set $\phi=\bar V-\mu$, $r=\sqrt\phi$, $c=2L\sqrt{2m}$ and $y=\sqrt{\bar V-E}$. Then $\mu-E=y^2-r^2$ and $dE=-2y\,dy$. With $y=r+t$,
\begin{equation}
y(y^2-r^2)=(r+t)(2rt+t^2)=2r^2t+3rt^2+t^3 .
\end{equation}
Since $\int_0^\infty t^n e^{-ct}dt=n!/c^{n+1}$, the energy integral is
\begin{align}
2e^{-cr}\left(\frac{2r^2}{c^2}+\frac{6r}{c^3}+\frac6{c^4}\right)
=\frac{4e^{-z}}{c^4}(z^2+3z+3),
\end{align}
with $z=cr=2L\sqrt{2m\phi}$. Using $c^4=64m^2L^4$ gives
\begin{equation}
G(\phi)=\frac{(z^2+3z+3)e^{-z}}{32\pi^2mL^4}.
\end{equation}
For the metal $\phi_1=\chi_0+U/2$. For oxygen $\phi_2=\bar V+\delta=\chi_L-U/2$. Hence
\begin{equation}
J_e=G(\phi_1)-G(\phi_2),\qquad \phi_2-\phi_1=\delta .
\end{equation}

The polynomial matters for the root finder. Differentiation gives
\begin{equation}
\frac{d}{dz}\left[(z^2+3z+3)e^{-z}\right]=-(z^2+z)e^{-z},
\end{equation}
and $z^2=8mL^2\phi$ gives $dz/d\phi=4mL^2/z$. Therefore
\begin{equation}
G'(\phi)=-\frac{(z+1)e^{-z}}{8\pi^2L^2}<0.
\end{equation}
Because $d\phi_1/dU=1/2$ and $d\phi_2/dU=-1/2$,
\begin{equation}
\frac{dJ_e}{dU}=\tfrac12[G'(\phi_1)+G'(\phi_2)]<0 .
\end{equation}
If only $z^2e^{-z}$ were kept, its derivative $(2z-z^2)e^{-z}$ would be positive for $z<2$, and this guarantee would be lost.

\section{The ionic current}

A cation enters the oxide over a barrier $W$ whose top lies a distance $a$ from its starting site. Its potential energy falls as the electron energy rises, so the field lowers this barrier by $qaU/L$. With site density $n_s$ and attempt frequency $\nu$,
\begin{equation}
J_i=n_s\nu\exp\left[-\frac{W-qaU/L}{kT}\right].
\end{equation}
This treats $a$ as fixed. In a smooth barrier the field moves the starting site and the barrier top closer together, so the linear rule underestimates the remaining barrier when $qaU/L$ is comparable with $W$. The formula also requires a remaining barrier of several $kT$, and fast removal of injected ions.

The neglected return jumps can be estimated. Let interior jumps have forward and backward rates proportional to $e^b$ and $e^{-b}$, with $b=qaU/(LkT)$. In a nearly uniform interior of density $n$, the net flux is proportional to $n(e^b-e^{-b})$, while injection must also replace the return flux $ne^{-b}$. The net fraction of injected ions is thus
\begin{equation}
\frac{e^b-e^{-b}}{e^b}=1-e^{-2b}.
\end{equation}

\section{A bracket with one root}

Fluxes span many decades, so solve
\begin{equation}
h(U)=\ln(qJ_i)-\ln J_e=0 .
\end{equation}
Define
\begin{align}
s_i&=\frac{\partial\ln J_i}{\partial U}=\frac{qa}{kTL},\\
s_e&=-\frac{\partial\ln J_e}{\partial U}
=\frac{(z_1+1)e^{-z_1}+(z_2+1)e^{-z_2}}{16\pi^2L^2J_e}.
\end{align}
Both are positive, so $h'=s_i+s_e>0$ and there is at most one root. As $U\to U_M$ from below, $J_e\to0$ and $h\to+\infty$. A root with $U>0$ therefore exists if and only if $h(0)<0$:
\begin{equation}
qn_s\nu e^{-W/kT}<G(\chi_0)-G(\chi_L).
\end{equation}
The left side does not depend on $L$. The right side falls with $L$, because it is an integral of a positive supply difference times a decreasing exponential. The condition thus holds below one limiting thickness.

Use $\eta=\ln\delta$ as the unknown, since the root can lie very close to $U_M$. Form $\phi_2=\phi_1+\delta$ directly. If $\delta$ is so small that subtracting the two values of $G$ loses accuracy, use the leading expansion
\begin{equation}
J_e\simeq-\delta G'(\phi_1)
=\delta\,\frac{(z_1+1)e^{-z_1}}{8\pi^2L^2}.
\end{equation}

\section{What controls the growth rate}

Multiply the ionic current by $k_i$ and both one-way electron currents by $k_e$. Let $J$ be the balanced cation flux. Along the solution,
\begin{equation}
d\ln J=d\ln k_i+s_i\,dU=d\ln k_e-s_e\,dU .
\end{equation}
For fixed $k_e$, $dU=-d\ln J/s_e$. Substitution in the ionic expression gives $(1+s_i/s_e)\,d\ln J=d\ln k_i$. For fixed $k_i$, $dU=d\ln J/s_i$, and the electronic expression gives $(1+s_e/s_i)\,d\ln J=d\ln k_e$. Hence
\begin{equation}
C_i=\frac{s_e}{s_i+s_e},\qquad
C_e=\frac{s_i}{s_i+s_e},\qquad C_i+C_e=1 .
\end{equation}
Here $C_i$ and $C_e$ are the fractional responses of growth to the two prefactors. Growth is called ion-limited for $C_i>1/2$ and tunnelling-limited for $C_i<1/2$. The crossover condition is $s_i=s_e$.

Two limits make $s_e$ easier to read. Let $\rho=G(\phi_2)/G(\phi_1)$ and
\begin{equation}
\beta=-\frac{G'}{G}=\frac{4mL^2(z+1)}{z^2+3z+3}.
\end{equation}
If $\beta$ is nearly equal at the two barriers,
\begin{equation}
s_e\simeq\frac{\beta}{2}\,\frac{1+\rho}{1-\rho}. \label{se}
\end{equation}
Near equilibrium $\rho\to1$, $s_e$ diverges and $C_i\to1$. For one-way tunnelling $\rho\to0$, but $s_e$ tends to $\beta/2$, not zero. The ionic prefactor then still matters, because slower ions let $U$ rise, which raises the tunnelling barrier.

\section{Growth and pseudocode}

Each cation adds an oxide volume $\Omega$, so
\begin{equation}
\frac{dL}{dt}=\Omega J_i,\qquad
t(L)=\int_{L_0}^{L}\frac{dL'}{\Omega J_i(L')} .
\end{equation}
The flux is positive, so thickness can replace time as the independent variable. This removes the need for time steps that span many decades.

\begin{verbatim}
balance(L):
    require h(U=0) < 0
    bracket eta between ln(tiny) and ln(U_M)
    require opposite signs of h at the ends
    find eta by Brent's method
    delta = exp(eta);  U = U_M - delta
    return U, J_i(L,U)

control(L):
    U, J = balance(L)
    return s_e / (s_i + s_e)

crossovers:
    evaluate control(L) - 1/2 on a thickness grid
    for each sign change: refine L by Brent's method

growth_time(L):
    split [L_0,L] into panels of at most 1 bohr
    sum 8-point Gauss rules for 1/(Omega*J)
\end{verbatim}

Every flux evaluation has constant cost. With a lower bracket of $10^{-12}$ hartree and $U_M=0.05$ hartree, the interval in $\eta$ is 24.6 wide, and plain bisection to $10^{-10}$ would need 38 halvings. Growth from 11 to 40 bohr uses $29\times8=232$ balances. Memory is negligible.

The balance is well conditioned: a small error $\epsilon$ in $\ln J_e$ changes $\ln J$ by $C_e\epsilon$, and one in $\ln J_i$ changes it by $C_i\epsilon$. Neither error is amplified.

\section{Reading the example}

The parameters are $\chi_0=0.08$, $\chi_L=0.13$, $W=0.04$ hartree, $q=3$, $a=2.5$ bohr, $m=1$, $n_s=0.01$ bohr$^{-2}$, $\nu=2.5\times10^{-4}$ and $\Omega=150$ bohr$^3$. At 300 K, $kT=9.50\times10^{-4}$ hartree. They describe no particular material. The results are very sensitive to $m$. With $m=0.8$ the second change of control moves to about 38 bohr and the time ratio falls from 26 to about 3. With $m=0.5$, closer to tunnelling masses quoted for many oxides, it moves to about 52 bohr and tunnelling adds only about 1\% to the time to reach 40 bohr. The field falls from 2.1 V/nm at 11 bohr to 0.37 V/nm at 40 bohr. The early values exceed the breakdown field of many oxides, which is of order 1 V/nm, and breakdown is not modelled.

At 11 bohr, $U=0.0444$ hartree and $\rho=0.80$. The reverse electron flux is large, yet $C_i=0.20$. The reason is the steep ionic response:
\begin{equation}
s_i=\frac{3(2.5)}{(9.50\times10^{-4})(11)}\simeq718\ \text{hartree}^{-1}.
\end{equation}
The deficit $\delta=0.00558$ hartree lowers the ionic flux by $e^{718(0.00558)}\simeq55$ relative to its value at $U_M$. A flux ratio $\rho$ near one is therefore not sufficient evidence of ionic control.

At 20 bohr, $\phi_1=0.1049$ hartree, $z_1=18.3$ and $\beta\simeq78.5$ hartree$^{-1}$. With $\rho=0.9844$, Eq.~(\ref{se}) gives $s_e\simeq5.0\times10^3$, against $s_i\simeq395$, both in hartree$^{-1}$. Thus $C_i\simeq0.93$, as the full balance finds. At 40 bohr, $\rho=0.032$ and $C_i=0.32$: tunnelling is nearly one-way, but control remains shared.

The two changes of control are at 13.5 bohr (0.72 nm), reached after $4.9\times10^{-8}$ s, and at 31.8 bohr (1.68 nm), reached after 2.3 s. Their order can be understood by comparing the ionic flux at $U_M$ with the one-way electron flux there. To leading order in large $z$, the logarithm of their ratio is
\begin{equation}
R(L)=\frac{L_1}{L}+\kappa L+2\ln L+\text{constant},
\end{equation}
where $L_1=qaU_M/kT=395$ bohr, $\kappa=2\sqrt{2m\phi_M}=0.917$ bohr$^{-1}$ and $\phi_M=0.105$ hartree. Setting $R'=0$ gives $\kappa L^2+2L-L_1=0$, with one positive root near 20 bohr. Below it, thickening weakens the ionic flux faster; above it, thickening weakens tunnelling faster. $R$ can cross a fixed level at most twice. This explains the sequence but is not a bound on the number of roots of $C_i=1/2$, whose threshold in $R$ varies with $L$.

The first crossover depends on the parameters. Raising $W$ by 0.005 hartree divides the ionic prefactor by $e^{0.005/kT}\simeq193$. The first crossover then lies just below 11 bohr, outside the scan. Growth is already ion-limited at 11 bohr, and the scan from there to 45 bohr finds only the later crossover, at 40.6 bohr.

The ion-only time can be checked by hand. With $U=U_M$, $t=A^{-1}\int e^{-L_1/L}dL$, where $A=\Omega n_s\nu e^{-W/kT}$. For $L\ll L_1$, and with a negligible contribution from the lower limit,
\begin{equation}
t\simeq\frac{L^2}{A(L_1+2L)}e^{-L_1/L}.
\end{equation}
Differentiating the right side reproduces the integrand times $1-2L^2/(L_1+2L)^2$, a relative error of 1.4\% at 40 bohr. The estimate is 21.7 s, against 22.0 s by quadrature.

With coupling, $\delta=0.0209$ hartree at 40 bohr and $s_i=197$ hartree$^{-1}$, so the final growth rate is $e^{4.116}\simeq61$ times below the ion-only rate. The time ratio is the average of this slowdown over the ion-only residence times. It is 26 because the last few bohr before 40 dominate the average, and the slowdown is smaller there than at 40 bohr itself.

\section{Checks and failure modes}

At 20 bohr, a double integral over occupied electron states was tested against the ionic flux from a linear hopping chain; they satisfy Eq.~(\ref{balance}) within the asserted relative tolerance of $10^{-5}$. Control coefficients were tested by solving perturbed balances again. Integration in logarithmic time, using the same balance solver, reproduced the final thickness within the asserted $10^{-5}$ bohr.

The following conditions limit the scheme.

\begin{itemize}
\item \textbf{Loss of the bracket.} Here $h(0)=0$ at 49.9 bohr. There the root leaves the assumed range $U>0$; this is not a predicted final thickness. The one-way ionic formula becomes inaccurate before that point: return injection must be added once the energy drop per jump, $2qaU/L=2b\,kT$, is no more than a few $kT$.

\item \textbf{Ionic barrier strongly lowered by the field.} At 11 bohr the lowering is $7.5(0.00404)=0.0303$ hartree, and about $10kT$ remains if $a$ is fixed. A cosine barrier of the same height and width would keep $W(\sqrt{1-g^2}-g\arccos g)$, with $g=2qaU/(\pi WL)=0.48$, or about $15kT$. With that barrier the first crossover moves to about 9.2 bohr, below the starting thickness, so growth from 11 bohr shows only the later change of control. The time ratio falls from 26 to about 16. The double change of control in this thickness range therefore depends on the barrier's shape.

\item \textbf{Return jumps and space charge.} At 40 bohr, $b=5.75$ and $e^{-2b}=1.0\times10^{-5}$, matching the chain's relative error. With interior barriers 0.01 hartree lower than $W$ and permittivity 10, the ions change the field by about 1\% at 40 bohr. This estimate depends exponentially on the interior barrier: a reduction of only 0.005 hartree would make it $e^{0.005/kT}\simeq193$ times larger and require a self-consistent field. At 11 bohr the linear rule leaves no reduced interior barrier, so this estimate cannot be used there. A cosine barrier of the same reduced height would keep about $6kT$.

\item \textbf{Approximate tunnelling.} A sloping barrier and thermal occupations move the two crossovers by $-0.02$ and $+0.12$ bohr, less than 0.4\% of either thickness. These small shifts do not measure the error of the whole tunnelling model. Image forces, omitted here, lower and narrow the barrier, by an amount that depends on the permittivity $\varepsilon$ and on the image model. Adding $-1/(4\varepsilon x)$ to the sloping barrier moves the second crossover to about 33 bohr for $\varepsilon=10$ and 36 bohr for $\varepsilon=3$, and reduces the factor of 26 to about 14 and 6. With images in both surfaces, $-1.15\ln2\,L/[2\varepsilon x(L-x)]$, the factor is about 5 for $\varepsilon=10$. For $\varepsilon=3$ it is about 1.1, and both crossovers lie outside the range from 11 to 40 bohr. WKB prefactors and the discrete levels of adsorbed oxygen are also left out. A factor of 2 in $J_e$ would change growth at 40 bohr by roughly $2^{0.68}\simeq1.6$, if $C_e$ is held fixed.

\item \textbf{Gas supply.} With $q/2$ oxygen atoms per cation, the initial demand is 0.37 of the atoms arriving as O$_2$ at 1 bar. A lower pressure or a small sticking probability can make supply the limiting process.

\item \textbf{Missed crossovers.} Two roots within one scan interval leave no sign change. The example uses 0.5-bohr spacing; refine it where $C_i$ approaches $1/2$ without crossing.

\item \textbf{Atomic discreteness.} The first crossover spans fewer than three 5-bohr jumps. Its position is a property of this continuum model, not an atomistic prediction.
\end{itemize}

The numerical output lists the states and crossover data used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature = 300 K
kT = 9.500435e-04 hartree
metal-side barrier chi0 = 0.080 hartree
oxygen-side barrier chiL = 0.130 hartree
equilibrium energy rise U_M = 0.050 hartree
electron mass = 1.0 electron masses
cation charge = 3 e
distance to ionic barrier top = 2.50 bohr
ionic barrier W = 0.040 hartree
site density = 0.010 bohr^-2
attempt frequency = 2.500e-04 atomic units
oxide volume per cation = 150.0 bohr^3
state: L/bohr, U/hartree, field/au, J_i/au, G2/G1, C_i
11.0000, 0.044418, 4.0380e-03, 9.0548e-11, 0.8009, 0.2006
13.5467, 0.048283, 3.5642e-03, 2.1497e-12, 0.9167, 0.5000
20.0000, 0.049800, 2.4900e-03, 4.4632e-16, 0.9844, 0.9269
31.8303, 0.045861, 1.4408e-03, 1.1284e-19, 0.5842, 0.5000
40.0000, 0.029146, 7.2864e-04, 4.0817e-22, 0.0316, 0.3187
tunnelling-to-ion thickness = 13.5467 bohr = 0.7169 nm
tunnelling-to-ion time = 4.8592e-08 s
tunnelling-to-ion with fuller tunnelling = 13.5273 bohr
ion-to-tunnelling thickness = 31.8303 bohr = 1.6844 nm
ion-to-tunnelling time = 2.2588e+00 s
ion-to-tunnelling with fuller tunnelling = 31.9499 bohr
time to 40 bohr = 5.7593e+02 s
ion-only time to 40 bohr = 2.1998e+01 s
coupled/ion-only time = 26.1812
raised ionic barrier = 0.045 hartree
its only scanned crossover = 40.6322 bohr
scan range = 11.0 to 45.0 bohr
zero-U thickness = 49.9435 bohr
interior barrier reduction = 0.010 hartree
relative permittivity for check = 10.0
space-charge/field ratio at end = 9.7186e-03
return-jump relative error at end = 1.0086e-05
time-integration thickness error = 8.24e-13 bohr
initial oxygen demand/1-bar impingement = 0.3728
\end{verbatim}
